# Random-alloy energy from a cluster expansion and its Redlich-Kister coefficients

When two metals dissolve in one another on a common crystal lattice, the energy of the solution can be described in two ways. An atomistic model assigns interactions to pairs, triangles and larger groups of sites, and gives an energy for every arrangement of the atoms. A thermodynamic model of the solution phase knows the composition alone, and writes the mixing energy as a short polynomial with Redlich-Kister coefficients. The two can be compared once a rule is given for how the atoms are arranged at each composition. The simplest rule is complete disorder, and for it the translation between the two descriptions can be carried out in closed form.

Let the alloy be $A_xB_{1-x}$, with all $N$ sites of the lattice equivalent by symmetry. Site $i$ carries a variable $\sigma_i=+1$ if it holds an A atom and $\sigma_i=-1$ if it holds a B atom. The energy per site of an arrangement $\sigma$ is written as a cluster expansion,

$$E(\sigma)=\sum_\alpha m_\alpha J_\alpha\,\Phi_\alpha(\sigma).$$

Here $\alpha$ labels a type of cluster, meaning a set of $|\alpha|$ distinct sites together with all its symmetry-equivalent copies. $\Phi_\alpha$ is the product of the $\sigma_i$ over the sites of a cluster, averaged over all copies in the lattice. $J_\alpha$ is the interaction energy of one cluster, and $m_\alpha$ is the number of such clusters per site. The empty cluster has $m=1$ and $\Phi=1$ and supplies a constant; the point cluster has $m=1$ and $\Phi$ equal to the mean of $\sigma_i$. The $J_\alpha$ are taken to be independent of composition, and clusters above some size $n_{\max}$ are taken to have no interaction. The energy may include the relaxation of the atoms away from the ideal sites, provided that it remains a function of $\sigma$ represented by these interactions. This is a real restriction when the elements differ in size and stiffness: if the lattice constant relaxes with composition, even nearest-neighbour springs of unequal length and stiffness give a random-alloy energy with the mean stiffness in a denominator, which is not a polynomial in $x$, so that a finite $n_{\max}$ is then an approximation.

The factor $m_\alpha$ must count each cluster once. If a given site belongs to $c_\alpha$ clusters of type $\alpha$, the sum over sites gives $Nc_\alpha$ memberships. Each cluster has been counted $|\alpha|$ times in this sum, once from each of its sites, so

$$m_\alpha=\frac{c_\alpha}{|\alpha|}.$$

On the face-centred cubic lattice a site has 12 nearest and 6 second neighbours, which gives 6 and 3 pairs per site. Each nearest neighbour of a site shares 4 nearest neighbours with it. The site therefore belongs to $12\times4/2=24$ nearest-neighbour triangles, where the division by 2 removes the double counting of the two other corners, and there are $24/3=8$ triangles per site. Eight nearest-neighbour tetrahedra meet at each site, which gives $8/4=2$ per site.

In the random alloy every site is occupied independently of the others, by A with probability $x$ and by B with probability $1-x$. The mean of one site variable is

$$\langle\sigma_i\rangle=(+1)x+(-1)(1-x)=2x-1\equiv u .$$

In terms of the mole fractions $x_A=x$ and $x_B=1-x$, this is $u=x_A-x_B$. For a cluster of $n$ sites, independence means that the probability of a joint occupation is the product of the one-site probabilities. The sum over occupations then separates into one factor per site:

$$\langle\sigma_1\sigma_2\cdots\sigma_n\rangle
=\prod_{i=1}^{n}\Big(\sum_{\sigma_i=\pm1}p(\sigma_i)\,\sigma_i\Big)=u^n .$$

The sites must be distinct for this to hold, since a repeated site would contribute $\sigma_i^2=1$ and not $u^2$. The mean does not depend on the shape of the cluster or on the distances within it. Every copy of $\alpha$ has the same mean, so $\langle\Phi_\alpha\rangle=u^{|\alpha|}$. The energy is linear in the $\Phi_\alpha$, and clusters of equal size can be collected:

$$E_{\rm rand}(x)=\sum_{n=0}^{n_{\max}}D_n(2x-1)^n,\qquad
D_n=\sum_{|\alpha|=n}m_\alpha J_\alpha .$$

This is the polynomial sought. Its degree is at most the number of sites in the largest cluster, however far apart those sites may be.

Several of the assumptions are visible in this result. If the $J_\alpha$ varied with composition, the $D_n$ would be functions of $x$, and the energy need not be a polynomial. If the lattice had two sublattices with different mean spins $u_1$ and $u_2$, a cluster with $p$ sites on one and $q$ on the other would carry the weight $u_1^pu_2^q$. The power of $2x-1$ also belongs to the choice of variables $\pm1$. With occupation variables equal to 1 on A and 0 on B, the one-site mean is $x$, and an $n$-site product has the mean $x^n$; the interactions then have different values, because they multiply different functions of the arrangement.

Independent occupation is not the same as a random arrangement of a fixed number of atoms. In a finite cell with precisely $N_A=xN$ atoms of A, finding A on one site makes A slightly less likely on the next. For pairs the effect follows from the fixed total spin $\sum_i\sigma_i=Nu$. Squaring it and separating the $N$ terms with $i=j$, each equal to 1, gives

$$N^2u^2=N+\sum_{i\ne j}\sigma_i\sigma_j .$$

If all arrangements with this composition are equally likely, each of the $N(N-1)$ ordered pairs has the same mean, and therefore

$$\langle\sigma_i\sigma_j\rangle_{\rm fixed}=\frac{Nu^2-1}{N-1}.$$

For $n$ sites, one may equally well keep the arrangement and choose the set of sites at random. There are $\binom{N_A}{n-j}\binom{N_B}{j}$ sets with $j$ atoms of B, where $N_B=N-N_A$, and each has the spin product $(-1)^j$. Dividing by the number of all sets gives

$$M_n=\binom{N}{n}^{-1}\sum_{j=0}^{n}(-1)^j\binom{N_A}{n-j}\binom{N_B}{j}.$$

To see that $M_n$ approaches $u^n$, draw $n$ sites one after another from this arrangement, allowing repetition. The draws are independent, so the mean product is $u^n$. Let $q$ be the probability that some site is drawn twice. When no site repeats, the mean is $M_n$; when one does, the mean is some number $R$ between $-1$ and $1$. Thus $u^n=(1-q)M_n+qR$, and

$$|M_n-u^n|=q\,|M_n-R|\le 2q\le\frac{n(n-1)}{N}.$$

The last step uses the fact that there are $n(n-1)/2$ pairs of draws, each coinciding with probability $1/N$. For clusters of fixed size the difference vanishes at least as fast as $1/N$, and the polynomial describes a large random crystal of fixed composition as well.

The mixing energy compares the alloy with the same amounts of pure A and pure B on the same lattice. Pure A has $u=1$ and pure B has $u=-1$, so their energies per site are

$$E_A=\sum_nD_n,\qquad E_B=\sum_n(-1)^nD_n .$$

Since $x=(1+u)/2$ and $1-x=(1-u)/2$, the mixing energy is

$$\Delta E=E_{\rm rand}-\frac{1+u}{2}E_A-\frac{1-u}{2}E_B .$$

The contribution of $D_n$ to the two subtracted terms is $D_n\left[(1+u)+(-1)^n(1-u)\right]/2$. The bracket equals 2 for even $n$ and $2u$ for odd $n$. Hence

$$\Delta E=\sum_{n\ \rm even}D_n(u^n-1)+\sum_{n\ \rm odd}D_n(u^n-u).$$

The terms $n=0$ and $n=1$ vanish. A constant and a linear function of composition are shared by the alloy and the unmixed elements, so the empty and point interactions have no influence on mixing.

Every remaining term vanishes at $u=\pm1$ and must contain the factor $1-u^2$. For even $n\ge2$, multiplying out the product below makes all intermediate powers cancel in pairs:

$$(1-u^2)(1+u^2+u^4+\cdots+u^{n-2})=1-u^n .$$

For odd $n\ge3$, the same identity with $n-1$ in place of $n$, multiplied by $u$, gives

$$(1-u^2)(u+u^3+\cdots+u^{n-2})=u-u^n .$$

In both cases the powers in the second bracket are $n-2$, $n-4$, and so on, down to 0 or 1. The mixing energy becomes

$$\Delta E=-(1-u^2)\sum_{n\ge2}D_n\left(u^{n-2}+u^{n-4}+\cdots\right).$$

A given power $u^k$ is produced by $n=k+2,\,k+4,\dots$ and by no other $n$. The prefactor is

$$1-u^2=1-(2x-1)^2=4x-4x^2=4x(1-x).$$

Collecting powers gives the Redlich-Kister form

$$\Delta E(x)=x(1-x)\sum_{k=0}^{n_{\max}-2}L_k\,(x_A-x_B)^k,$$

$$L_k=-4\left(D_{k+2}+D_{k+4}+D_{k+6}+\cdots\right).$$

The factor 4 comes from $1-u^2=4x(1-x)$, and the minus sign from the subtraction of the pure elements. The order of the elements is part of the convention: if the polynomial is written in powers of $x_B-x_A$, the coefficients with odd $k$ change sign.

At $x=1/2$ the meaning of the sign is plain. There $u=0$, all spin products average to zero, and the alloy has the energy $D_0$. The mixing energy is $L_0/4=-(D_2+D_4+\cdots)$, which is what the even clusters of two or more sites contribute to the mean energy of the two pure elements, with its sign reversed. A positive pair sum $D_2$ means that like neighbours cost energy on balance; disorder removes this cost, and $L_0$ receives a negative contribution.

If there are no clusters larger than pairs, $L_0=-4D_2$ is the sole coefficient, and the mixing energy is the symmetric parabola of the regular solution, whatever the range of the pair interactions. In the variables $\pm1$, an asymmetry between the A-rich and B-rich sides requires odd clusters of three or more sites; in occupation variables a four-site term alone, with mean $x^4$, is already asymmetric, because it contains odd powers of $u$. A coefficient $L_k$ is not the property of one cluster size, however: four-site clusters contribute to $L_2$ and also to $L_0$.

The sums are easily inverted. For $n\ge2$, the series for $L_{n-2}$ begins with $D_n$ and continues with the terms that make up $L_n$. Thus $L_{n-2}=-4D_n+L_n$, or

$$D_n=\frac{L_n-L_{n-2}}{4},\qquad n\ge2,$$

with $L_k=0$ beyond the last coefficient. The two lowest terms need the energies of the pure elements. Adding $E_A$ and $E_B$ leaves the even terms, and subtracting them leaves the odd ones:

$$E_A+E_B=2D_0+2(D_2+D_4+\cdots)=2D_0-\tfrac12L_0,$$

$$E_A-E_B=2D_1+2(D_3+D_5+\cdots)=2D_1-\tfrac12L_1 .$$

Solving for the unknowns gives

$$D_0=\frac{E_A+E_B}{2}+\frac{L_0}{4},\qquad
D_1=\frac{E_A-E_B}{2}+\frac{L_1}{4}.$$

The inversion recovers the sums $D_n$ but not the separate interactions within a sum. Shifting energy from first-neighbour to second-neighbour pairs at constant $D_2$ leaves the random alloy unchanged. It changes those ordered structures in which the two pair correlations differ; a stacking of two A layers and two B layers in turn along a cube axis has $\Phi=1/3$ for both pairs and is left unchanged. If an fcc crystal is built of alternating A and B layers along a cube axis, each atom has 4 like and 8 unlike nearest neighbours, so that $\Phi=(4-8)/12=-1/3$ for the first pair, while all 6 second neighbours are like and $\Phi=1$ for the second. The energy of this structure depends on how $D_2$ is divided.

For a numerical case, take an fcc model alloy with round interaction parameters: $-100$ meV for the empty cluster, 20 meV for the point, 8 meV for the nearest-neighbour pair, $-3$ meV for the second-neighbour pair, 1.5 meV for the nearest-neighbour triangle and $-2$ meV for the nearest-neighbour tetrahedron. With the multiplicities found above, the sums in meV per atom are

$$D_0=-100,\qquad D_1=20,\qquad D_2=6(8)+3(-3)=39,$$

$$D_3=8(1.5)=12,\qquad D_4=2(-2)=-4 .$$

The pure elements have the energies

$$E_A=-100+20+39+12-4=-33\ \text{meV/atom},$$

$$E_B=-100-20+39-12-4=-97\ \text{meV/atom}.$$

The Redlich-Kister coefficients follow as

$$L_0=-4(39-4)=-140\ \text{meV/atom}=-13.51\ \text{kJ/mol},$$

$$L_1=-4(12)=-48\ \text{meV/atom}=-4.63\ \text{kJ/mol},$$

$$L_2=-4(-4)=16\ \text{meV/atom}=1.54\ \text{kJ/mol}.$$

At $x=0.75$, where $u=0.5$, the cluster polynomial gives

$$E_{\rm rand}=-100+10+9.75+1.5-0.25=-79\ \text{meV/atom}.$$

The unmixed elements have $0.75(-33)+0.25(-97)=-49$ meV/atom, so the mixing energy is $-30$ meV/atom. The Redlich-Kister form gives the same value,

$$0.75\times0.25\times\left[-140-48(0.5)+16(0.25)\right]=-30\ \text{meV/atom}.$$

At $x=0.25$ the middle term changes sign and the result is $-21$ meV/atom; at $x=0.5$ it is $-140/4=-35$ meV/atom. The difference between the values at 0.25 and 0.75 comes from the triangles, through $L_1$.

The numerical check tests these relations by evaluating all 65536 arrangements of a periodic 16-site cell and averaging them with independent-site probabilities. Coefficients fitted to the resulting energies agree with the three values of $L_k$, and the conversions in both directions are tested symbolically for clusters of up to eight sites.

The dilute ends of the curve have a direct atomic meaning. As $x\to0$, $u\to-1$ and $\Delta E/x$ tends to $L_0-L_1+L_2=-140+48+16=-76$ meV. This is the energy of dissolving one A atom in B, relative to pure A on the same lattice. As $x\to1$, the corresponding energy of one B atom in A is $L_0+L_1+L_2=-172$ meV. Randomness plays no part in these limits: a single impurity in an infinite crystal has no other impurity with which to be correlated, and all its positions are equivalent.

The finite cell also shows what fixing the composition does. At $x=0.75$ with 16 sites, the pair mean is $(16\times0.25-1)/15=0.20$, compared with $u^2=0.25$. The four-site mean is $-0.020$, compared with $u^4=0.0625$, so even its sign differs. In cells of 1600 and 16000 sites it is 0.06180 and 0.06243, and the remaining error falls by about a factor of ten, as expected for a correction of order $1/N$. The mean energy of the 16-site cell at this composition, with all arrangements equally likely, is $-81.6$ meV/atom, which is 2.6 meV/atom below the independent-site value. Pairs account for $39(0.20-0.25)=-1.95$ meV/atom of this shift and tetrahedra for $-4(-0.020-0.0625)=+0.33$ meV/atom; the remaining $-0.99$ meV/atom is due to triangles, since the point term is fixed by the composition.

A real alloy at finite temperature is not fully random, because arrangements of low energy are favoured. At fixed composition an arrangement has the Boltzmann weight $e^{-\beta NE}$, where $\beta=1/(k_BT)$ and $NE$ is the energy of the whole cell. The mean energy per site is

$$\langle E\rangle=\frac{\sum_\sigma E\,e^{-\beta NE}}{\sum_\sigma e^{-\beta NE}} .$$

Differentiating the numerator brings down $-NE$, and differentiating the denominator gives the product of means:

$$\frac{d\langle E\rangle}{d\beta}=-N\left(\langle E^2\rangle-\langle E\rangle^2\right)\le0 .$$

At $\beta=0$ all arrangements are equally likely. Cooling from there lowers the energy whenever the arrangements differ in energy, and the atoms acquire short-range order. The proper reference in the 16-site cell is its own high-temperature value of $-81.6$ meV/atom. At 4000, 2000 and 1000 K the mean energies are $-82.7$, $-83.9$ and $-86.3$ meV/atom. The lowering of 4.7 meV/atom at 1000 K is about one seventh of the cell's own high-temperature mixing energy, $-81.6-(-49)=-32.6$ meV/atom. It belongs to this small periodic cell, in which several neighbours of a site are images of one another, and is not an estimate for a bulk crystal.

The coefficients derived here are therefore those of the high-temperature limit of the configurational energy. Coefficients fitted to the energy of an alloy with short-range order will in general depend on temperature, and inserting them into $D_n=(L_n-L_{n-2})/4$ does not return the sums of the underlying interactions.

Within the Bragg-Williams approximation, which keeps the sites independent at every temperature, the same coefficients serve for the free energy of the disordered phase, in which every site has the same mean spin $u$; a phase ordered on sublattices would need the weights $u_1^pu_2^q$ instead. The entropy per site of independent occupation is

$$S=-k_B\left[x\ln x+(1-x)\ln(1-x)\right],$$

which is the ideal entropy of mixing. The free energy of mixing is $\Delta F=\Delta E-TS$, and its excess over the ideal part $-TS$ is

$$\Delta F_{\rm excess}=x(1-x)\sum_kL_k(2x-1)^k .$$

In this approximation the $L_k$ do not depend on temperature as long as the $J_\alpha$ do not. Lattice vibrations and electronic excitations are left out; they can be included by letting the $J_\alpha$ represent a free energy at each temperature, and the conversion then applies at that temperature without change.

## Values computed for the example and the checks

```
J empty = -100.0 meV, J point = 20.0 meV
pair 1: 2 sites, 6 per atom, J = 8.0 meV
pair 2: 2 sites, 3 per atom, J = -3.0 meV
triangle: 3 sites, 8 per atom, J = 1.5 meV
tetrahedron: 4 sites, 2 per atom, J = -2.0 meV
D_0 = -100.0 meV/atom
D_1 = 20.0 meV/atom
D_2 = 39.0 meV/atom
D_3 = 12.0 meV/atom
D_4 = -4.0 meV/atom
pure A energy = -33.0 meV/atom
pure B energy = -97.0 meV/atom
L_0 = -140.0 meV/atom = -13.508 kJ/mol; fit to enumeration -140.0000 meV/atom
L_1 = -48.0 meV/atom = -4.631 kJ/mol; fit to enumeration -48.0000 meV/atom
L_2 = 16.0 meV/atom = 1.544 kJ/mol; fit to enumeration 16.0000 meV/atom
x = 0.25: enumerated random energy -102.000, mixing energy -21.000 meV/atom
x = 0.50: enumerated random energy -100.000, mixing energy -35.000 meV/atom
x = 0.75: enumerated random energy -79.000, mixing energy -30.000 meV/atom
configurations = 65536, sites in cell = 16
x = 0.75: pair mean, independent sites = 0.2500
x = 0.75: pair mean, fixed composition, 16 sites = 0.2000
x = 0.75: four-site mean, independent sites = 0.06250
x = 0.75: four-site mean, fixed composition, 16 sites = -0.01978
x = 0.75: four-site mean, fixed composition, 1600 sites = 0.06180
x = 0.75: four-site mean, fixed composition, 16000 sites = 0.06243
x = 0.75, 16 sites, fixed composition, all configurations equally likely: -81.607 meV/atom
same cell, thermal mean at 4000 K: -82.732 meV/atom
same cell, thermal mean at 2000 K: -83.851 meV/atom
same cell, thermal mean at 1000 K: -86.291 meV/atom
```
